\section*{Why Pointwise Stoney Fails When Misfit Strain Varies Across a Wafer}

\section{A curvature map and a tempting reading}

A silicon wafer is scanned before and after a metal film is sputtered onto it. The change in surface slope gives the curvature added by the film, and this curvature differs from the centre of the wafer to its rim. The film stress evidently varies with radius. How is it to be read from the map?

For a film under uniform stress the answer is Stoney's relation. Let the wafer have thickness $h$, Young modulus $E$ and Poisson ratio $\nu$, and let the film have thickness $h_f\ll h$. A uniform film stress $\sigma$ bends the wafer to the same curvature $\kappa$ in every direction, and
\begin{equation}
\sigma=\frac{E h^2}{6(1-\nu)h_f}\,\kappa .
\label{eq:stoney}
\end{equation}
The belief examined here is that this relation may be applied point by point: insert the local curvature, obtain the local stress.

The belief has a reasonable argument behind it. Radius and diameter do not appear in (\ref{eq:stoney}). The relation follows from requiring that the moment of the film force be balanced by the bending stresses in the wafer beneath it, which looks like a statement about one small patch. If the stress changes slowly over distances comparable with $h$, each patch seems to see a uniform film.

The weak point is the word \emph{balanced}. A patch cut out of the wafer would carry no moment on its sides. A patch inside the wafer is joined to its neighbours, which bend by other amounts and exert moments on it. These moments do not die out over a distance $h$; they extend across the wafer.

One distinction is needed at the start. For a thin film the stress itself is set by the local misfit strain, as shown below. The dependence on the wafer average lies in the relation between stress and curvature: at a given local curvature, the stress still depends on the average curvature.

\section{From misfit to curvature}

\subsection{The film force}

Take a free circular wafer of radius $R\gg h$, with an equal-biaxial misfit strain $\epsilon_m(r)$. This is the in-plane strain the film would adopt if detached, relative to the wafer. Both materials are linear elastic and isotropic in the plane. The relations below contain no unit-dependent constants and hold alike in atomic units and SI.

The bonded film shares the in-plane strains $\epsilon_{rr},\epsilon_{\theta\theta}$ of the wafer's top face, so its radial stress is
\begin{equation}
\sigma_{rr}=\frac{E_f}{1-\nu_f^2}\left[\epsilon_{rr}+\nu_f\epsilon_{\theta\theta}-(1+\nu_f)\epsilon_m\right],
\end{equation}
and the hoop stress follows by exchanging $r$ and $\theta$. The film force per unit length is of order $E_f h_f\epsilon_m$. Spread over the wafer thickness, it produces wafer strains of order $(E_fh_f/Eh)\,\epsilon_m$, which are negligible beside $\epsilon_m$. To leading order in $h_f/h$,
\begin{equation}
\sigma_{rr}=\sigma_{\theta\theta}=\sigma(r)=-\frac{E_f}{1-\nu_f}\,\epsilon_m(r),
\qquad s(r)=\sigma(r)h_f .
\label{eq:film}
\end{equation}
A film that would like to shrink, $\epsilon_m<0$, is in tension.

\subsection{Moments in the wafer}

Let $z$ be measured from the wafer midplane towards the film, and let $w(r)$ be the deflection along $z$ caused by the film. The curvatures are
\begin{equation}
\kappa_{rr}=w'',\qquad \kappa_{\theta\theta}=\frac{w'}{r},\qquad K=\kappa_{rr}+\kappa_{\theta\theta}.
\end{equation}
Bending adds the strains $-z\kappa_{rr}$ and $-z\kappa_{\theta\theta}$ to those of the midplane. Positive curvature therefore compresses the face below the film, as a tensile film does.

The moment per unit length is $M_{rr}=\int z\sigma_{rr}\,dz$. Midplane strains contribute nothing, because $z$ is odd over the wafer thickness. The bending strains contribute through $\int z^2dz=h^3/12$. The film, at $z\simeq h/2$, contributes $sh/2$. Hence
\begin{align}
M_{rr}&=-D(\kappa_{rr}+\nu\kappa_{\theta\theta})+\tfrac12 hs,\label{eq:mr}\\
M_{\theta\theta}&=-D(\kappa_{\theta\theta}+\nu\kappa_{rr})+\tfrac12 hs,
\qquad D=\frac{Eh^3}{12(1-\nu^2)} .
\end{align}

Consider a small sector between $r$ and $r+dr$ with opening angle $d\theta$. The moments on its curved faces differ by $(rM_{rr})'\,dr\,d\theta$. Those on its straight faces are turned by $d\theta$ relative to each other and leave $-M_{\theta\theta}\,dr\,d\theta$. A free wafer without transverse load carries no transverse shear force, since the disc inside any radius must be in vertical balance. For small deflections the in-plane forces have no appreciable lever arm. Thus
\begin{equation}
M_{rr}'+\frac{M_{rr}-M_{\theta\theta}}{r}=0 .
\label{eq:eq}
\end{equation}

The two curvatures come from one function $w$, so they are not independent:
\begin{equation}
\kappa_{\theta\theta}'=\frac{w''}{r}-\frac{w'}{r^2}=\frac{\kappa_{rr}-\kappa_{\theta\theta}}{r}.
\label{eq:comp}
\end{equation}
The film terms cancel in $M_{rr}-M_{\theta\theta}=-D(1-\nu)(\kappa_{rr}-\kappa_{\theta\theta})$. With (\ref{eq:comp}), equation (\ref{eq:eq}) becomes
\begin{equation}
-D\left[\kappa_{rr}'+\nu\kappa_{\theta\theta}'+(1-\nu)\kappa_{\theta\theta}'\right]+\tfrac12 hs'=0,
\end{equation}
that is, $DK'=\tfrac12 hs'$. Integration gives
\begin{equation}
K(r)=\frac{h\,s(r)}{2D}+C .
\label{eq:K}
\end{equation}
Local balance ties \emph{changes} of curvature to \emph{changes} of film force. The constant $C$ has to come from the edge of the wafer.

\subsection{The edge supplies the average}

Since $rK=rw''+w'=(rw')'$, the area average of $K$ is
\begin{equation}
\bar K=\frac{2}{R^2}\int_0^R K\,r\,dr=\frac{2w'(R)}{R}=2\kappa_{\theta\theta}(R).
\label{eq:avg}
\end{equation}
The free edge requires $M_{rr}(R)=0$. Writing $\kappa_{rr}+\nu\kappa_{\theta\theta}=K-(1-\nu)\kappa_{\theta\theta}$ in (\ref{eq:mr}), we have
\begin{equation}
K(R)-(1-\nu)\frac{\bar K}{2}=\frac{h\,s(R)}{2D}.
\end{equation}
Comparison with (\ref{eq:K}) at $r=R$ gives $C=(1-\nu)\bar K/2$. Solving (\ref{eq:K}) for $s$, with $2D/h=Eh^2/[6(1-\nu^2)]$, yields
\begin{equation}
\boxed{\;\sigma(r)=\frac{Eh^2}{6(1-\nu^2)h_f}\left[K(r)-\frac{1-\nu}{2}\,\bar K\right]\;}
\label{eq:main}
\end{equation}

For uniform misfit, $K=\bar K=2\kappa$. The bracket is then $(1+\nu)\kappa$, and (\ref{eq:stoney}) returns. The absence of the radius from Stoney's relation is thus no sign of locality: in the uniform case the average and the local value coincide.

\section{What the pointwise reading gets wrong}

The natural pointwise version of (\ref{eq:stoney}) uses the mean of the two local curvatures, $\kappa\to K/2$:
\begin{equation}
\sigma_{\rm St}(r)=\frac{Eh^2}{12(1-\nu)h_f}K(r).
\end{equation}
Put both expressions over the denominator $12(1-\nu^2)h_f$ and subtract:
\begin{align}
\sigma-\sigma_{\rm St}
&=\frac{Eh^2}{12(1-\nu^2)h_f}\left[2K-(1-\nu)\bar K-(1+\nu)K\right]\nonumber\\
&=\frac{Eh^2}{12(1+\nu)h_f}\,(K-\bar K).
\label{eq:diff}
\end{align}
The area average of the right-hand side vanishes. For a film of uniform thickness, the pointwise reading therefore gives the correct mean stress $\bar\sigma$. Its deviations from the mean are
\begin{equation}
\sigma_{\rm St}-\bar\sigma=\frac{Eh^2(K-\bar K)}{12(1-\nu)h_f},\qquad
\sigma-\bar\sigma=\frac{Eh^2(K-\bar K)}{6(1-\nu^2)h_f},
\end{equation}
where the second follows by subtracting from (\ref{eq:main}) its own average. Their ratio is
\begin{equation}
\sigma_{\rm St}-\bar\sigma=\frac{1+\nu}{2}\,(\sigma-\bar\sigma).
\label{eq:contrast}
\end{equation}
Pointwise Stoney keeps the mean and flattens the contrast. The factor does not depend on how slowly the misfit varies, so a smoother profile does not cure the error. What does reduce it is a smaller total variation. If the film thickness varies too, the same statements hold for the film force $s$, and $\sigma=s/h_f(r)$ is found at the end.

\section{Niobium on silicon}

Take a 200\,nm niobium film on a (111) silicon wafer of radius 50\,mm and thickness 525\,$\mu$m. Rough elastic constants give the wafer $E=169.7$\,GPa and $\nu=0.262$ in its plane, and the film $E_f/(1-\nu_f)=175$\,GPa. A thin (111) plate suits the theory: computed from the cubic constants, $E$ and $\nu$ do not change with direction in the plane. The misfit is a choice,
\begin{equation}
\epsilon_m=-2.0\times10^{-3}\left(1-\tfrac32\,r^2/R^2\right),
\end{equation}
which makes the centre tensile and the rim compressive. By (\ref{eq:film}) the central stress is $175\,\mathrm{GPa}\times2.0\times10^{-3}=350$\,MPa. The area average of $r^2/R^2$ is $1/2$, so $\bar\sigma=350\times(1-3/4)=87.5$\,MPa.

The curvatures below were found by minimizing the elastic energy of the plate numerically, without using (\ref{eq:K}). Their average is $\bar K=3.315\,\mathrm{km}^{-1}$.

\begin{center}
\begin{tabular}{rrrrr}
$r$ & $K$ & true $\sigma$ & $\sigma_{\rm St}$ & Eq.~(\ref{eq:main})\\
(mm) & (km$^{-1}$) & (MPa) & (MPa) & (MPa)\\[2pt]
0.0 & 9.589 & 350 & 253 & 350\\
25.0 & 6.452 & 219 & 170 & 219\\
37.5 & 2.531 & 55 & 67 & 55\\
40.8 & 1.224 & 0 & 32 & 0\\
50.0 & $-2.959$ & $-175$ & $-78$ & $-175$
\end{tabular}
\end{center}

At the centre the arithmetic is short. With $D=2.197$\,N\,m, the prefactor of (\ref{eq:main}) is $2D/(hh_f)=41.84$\,MPa per km$^{-1}$, so
\begin{equation}
\sigma(0)=41.84\times\left(9.589-0.369\times3.315\right)\ \mathrm{MPa}=350\ \mathrm{MPa}.
\end{equation}
The pointwise prefactor is smaller by $(1+\nu)/2=0.631$, which gives $26.40\times9.589=253$\,MPa. In atomic-scale units the two values are $2.18\times10^{-3}$ and $1.58\times10^{-3}$\,eV/\AA$^3$. The pointwise reading is 28\% below the true central stress. It is too low where the stress exceeds its mean and too high where it lies below. Where the film is free of stress it reports 32\,MPa of tension.

\section{Stress reported where there is none}

The failure is plainest when the misfit is confined to the middle. Outside such a patch $s=0$, and (\ref{eq:K}) leaves $K=C=(1-\nu)\bar K/2$, which is not zero. The separate curvatures follow from $rw'=\int_0^r Kr'\,dr'$. Averaging (\ref{eq:K}) gives $h\bar s/(2D)=(1+\nu)\bar K/2$. Outside the patch the integral of $s$ is complete, $\int_0^r s\,r'dr'=\bar sR^2/2$, and division by $r^2$ yields
\begin{align}
\kappa_{\theta\theta}&=\frac{\bar K}{4}\left[(1-\nu)+(1+\nu)\frac{R^2}{r^2}\right],\label{eq:out1}\\
\kappa_{rr}&=K-\kappa_{\theta\theta}=\frac{\bar K}{4}\left[(1-\nu)-(1+\nu)\frac{R^2}{r^2}\right].\label{eq:out2}
\end{align}

The terms in $R^2/r^2$ describe the outer ring being tilted by the curved centre to which it is joined. They cancel in $K$, but they carry a radial moment that would not vanish at the free edge. The constant terms are the uniform curvature that removes it. This is how the edge reaches every point of the wafer.

For the same wafer and film, let $\epsilon_m=-2.0\times10^{-3}\exp[-(r/20\,\mathrm{mm})^4]$. The central stress is again 350\,MPa, the mean is 49.6\,MPa, and $\bar K=1.880\,\mathrm{km}^{-1}$. At $r=40$\,mm the true stress is below $10^{-4}$\,MPa. The summed curvature there nevertheless reads as $\tfrac12(1-\nu)\bar\sigma=0.369\times49.6=18$\,MPa. A uniform film giving the same local $K$ would really carry those 18\,MPa: equal local curvature, different stress.

A scan along one direction does worse. At this radius $\kappa_{rr}=-0.580$ and $\kappa_{\theta\theta}=1.274\,\mathrm{km}^{-1}$. Inserted alone in (\ref{eq:stoney}), they report $-31$ and $+67$\,MPa. The choice of scan direction decides whether the stress-free film appears compressive or tensile.

A second limit separates the two faults of the pointwise reading. Keep the patch fixed, still much wider than $h$, and let $R$ grow. Then $\bar K$ falls as $1/R^2$ and the non-local term disappears. Equation (\ref{eq:main}) becomes local, yet it does not become Stoney's relation: its prefactor is larger by $2/(1+\nu)$. The surrounding wafer holds the patch back, so the patch curves less than a free piece under the same film would.

\section{How far the result can be trusted}

The derivation used plate theory and a film force fixed in advance. Both were dropped in a separate energy minimization, with the wafer as a three-dimensional isotropic solid of the same $E$ and $\nu$ and an elastic film on its top face. For $r\le0.85R$, equation (\ref{eq:main}) recovered the film stress with a largest error of about 0.5\% of its peak for the quadratic misfit and 0.03\% for the patch. Pointwise Stoney missed by up to 28\% and 32\% of the peak. The figure of 0.5\% is not converged: a smaller radial basis shifted that result by 0.4\% of the peak. With the rim zone finely resolved the error settles at about 0.2\%. Most of it comes from the midplane slope at the rim, which in the solid gives a $\bar K$ about 1\% above the value extrapolated from the interior. Film stress followed the local law (\ref{eq:film}) to 0.1\% of the peak. Within a distance of about $h$ from the rim, where the film force ends abruptly, plate theory does not apply, and the table's last row is a plate-theory value.

Large deflection matters little here. The bow is 4\,$\mu$m, far below the wafer thickness, and the large-deflection terms change the inferred stress by at most 0.9\,MPa. Nearly all of this comes from the in-plane force that the non-uniform film leaves in the wafer, acting on the slope; the stretching caused by the bow itself contributes about 0.01\,MPa. This holds for a wafer that is flat before deposition. With an initial spherical bow of 40\,$\mu$m, the error can reach about 10\,MPa for the same misfit.

The wafer's own weight is another matter. Let the wafer lie film side up on a support at its edge, with weight $q$ per unit area. It sags, and its curvature is greatest at the centre. The disc inside $r$ has weight $\pi r^2q$, carried by a shear force $qr/2$ per unit length, so that $DK'=\tfrac12hs'-\tfrac12qr$. Integrating, and fixing the constant at the free edge as before, one finds that (\ref{eq:main}) reports an additional false film force
\begin{equation}
\Delta s=\frac{2D}{h}\,\frac{q(R^2-r^2)}{4D}=\frac{q(R^2-r^2)}{2h}.
\end{equation}
With $q=12.0$\,Pa this is 143\,MPa of false stress at the centre. In the linear regime it cancels when a scan taken before deposition, on the same support, is subtracted. For this reason $K$ must be the \emph{change} of curvature.

Measurement during growth adds a thermal term that such a scan at uniform temperature does not remove. If the back of the wafer is hotter than the front by $\Delta T$, with a linear profile between them, the wafer bends without stress to $\kappa=\alpha\Delta T/h$ in both directions. For $\alpha=2.6\times10^{-6}\,\mathrm{K}^{-1}$ and $\Delta T=0.1$\,K, this imitates 26\,MPa of film tension. Near room temperature, such a difference across the silicon needs a heat flux of nearly 30\,kW/m$^2$, so the example belongs to strongly heated wafers; under weaker heating the term shrinks in proportion to $\Delta T$.

Beside real practice, the wafer dimensions are ordinary, and stresses of a few hundred MPa of either sign are of the size met in sputtered metal films. The swing from $+350$ to $-175$\,MPa across one wafer is deliberately strong. Many device wafers are cut along (001), and this breaks the assumption of in-plane isotropy: $\nu$ then runs from 0.06 to 0.28 with direction, and $(1+\nu)/2$ from 0.53 to 0.64. With the mean held at 87.5\,MPa and the true central stress at 350\,MPa, (\ref{eq:contrast}) would put the pointwise reading between about 227 and 255\,MPa. This range indicates a scale; it is not a solution for the anisotropic plate. Misfit that varies with angle also lies outside (\ref{eq:main}).

When the stated conditions hold, the correction needs little extra data. By (\ref{eq:avg}), the change of slope at the rim gives $\bar K=2w'(R)/R$ without a full map. A scan that stops short of the rim has to be extrapolated: in the quadratic example, using $2w'(r)/r$ at 3\,mm from the rim gives 4.05 instead of 3.32\,km$^{-1}$ and lowers the central stress by 11\,MPa. A single curvature reading at the centre, however accurate, lacks this second number and does not fix the stress by itself. Something more must be known, such as the shape of the stress profile; a uniform film is the simplest case. The remaining computed values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
wafer radius 50.0 mm, thickness 525 um
film thickness 200 nm
Si c11, c12, c44: 166, 64, 80 GPa
Si(111) in-plane E 169.7 GPa, nu 0.2617
Si(111) biaxial modulus E/(1-nu) 229.8 GPa
plate stiffness D 2.1967 N m
Nb E 105 GPa, nu 0.40, biaxial 175.0 GPa
misfit strain centre -2.00e-03, edge 1.00e-03
mean film stress 87.50 MPa
mean summed curvature 3.3150 1/km
contrast factor (1+nu)/2 0.6308
r (mm) | true (MPa) | K (1/km) | Stoney (MPa) | corrected (MPa)
  0.00 |   350.00 |   9.5885 |   253.09 |   350.00
 12.50 |   317.19 |   8.8043 |   232.39 |   317.19
 25.00 |   218.75 |   6.4517 |   170.30 |   218.75
 37.50 |    54.69 |   2.5308 |    66.80 |    54.69
 40.82 |     0.00 |   1.2238 |    32.30 |     0.00
 50.00 |  -175.00 |  -2.9586 |   -78.09 |  -175.00
centre stress, corrected 2.185e-03 eV/A^3
centre stress, Stoney 1.580e-03 eV/A^3
patch wafer: centre stress 350.0 MPa
patch: mean stress 49.63 MPa
patch: mean summed curvature 1.8802 1/km
patch, r = 40 mm: true stress 0.00004 MPa
  radial, hoop curvature -0.5796, 1.2737 1/km
  Stoney from summed curvature 18.32 MPa
  Stoney from radial curvature only -30.60 MPa
  Stoney from hoop curvature only 67.24 MPa
3D solid test, r <= 0.85 R, errors in % of peak stress:
  example: corrected 0.507, Stoney 27.92 %
  patch: corrected 0.027, Stoney 31.68 %
  film stress vs local misfit law 0.084 %
  radial minus hoop film stress 0.034 %
  shift, radial basis 24 -> 30: 0.426 %
thickness ratio film/wafer 3.81e-04
bow, edge minus centre 4.032 um
large-deflection error, maximum 0.871 MPa
Si density 2330 kg/m^3, weight per area 12.00 Pa
unsubtracted weight, error at centre 142.8 MPa
Si thermal expansion 2.6e-06 1/K
0.1 K through wafer: false stress 26.1 MPa
Si(001) E range 130.4 to 169.7 GPa
Si(001) nu range 0.061 to 0.278
  (1+nu)/2 over that range 0.530 to 0.639
\end{verbatim}
